Hamilton Populations and Their Sum Rule in a p-d Chain

**1. Definitions and conventions**

Consider a chain of M cells closed into a ring. Each cell holds one metal d_z² orbital and one oxygen p_z orbital, with z along the chain. All orbitals are orthonormal and the one-electron Hamiltonian H is real. Its eigenvectors can then be chosen real:

Σ_j H_ij c_jn = E_n c_in,  Σ_i c_in² = 1.

Every occupied level holds two electrons. The density matrix per spin is

ρ_ij = Σ_n(occupied) c_in c_jn.

For an unordered pair b = (i,j) of orbitals on different sites, the crystal orbital Hamilton population is

COHP_b(E) = 4 H_ij Σ_n c_in c_jn δ(E − E_n).

One factor 2 counts spin, the other counts both orders, ij and ji. If only one order were counted, the COHP and ICOHP values below would be halved. The integral over occupied states is

ICOHP_b = 4 H_ij ρ_ij.

A negative value lowers the energy and is called bonding; a positive value is called antibonding. COHP is an energy per energy interval, hence dimensionless; ICOHP is in eV. There is one pair of each class per cell, so its ICOHP is also its contribution per cell.

**2. The sum rule**

Multiply the eigenvalue equation by c_in and sum over i. Normalization gives

E_n = Σ_i H_ii c_in² + 2 Σ_(i<j) H_ij c_in c_jn.

The 2 appears because H_ij = H_ji. Now multiply by 2δ(E − E_n), sum over n and divide by M. With N_d and N_p the densities of states projected on the two orbitals, N their sum, and ε_d and ε_p the onsite energies,

Σ_b COHP_b(E) + ε_d N_d(E) + ε_p N_p(E) = E N(E).

On the right, E_n was replaced by E under the delta function. Integration over the occupied states gives

Σ_b ICOHP_b = E_band − E_onsite,
E_onsite = ε_d n_d + ε_p n_p.

The populations n_d and n_p are those of the chain, not of free atoms. The rule holds for any filling, because it holds for each eigenstate. The sum must include every pair with nonzero H_ij. A pair with H_ij = 0 contributes nothing, even if ρ_ij is nonzero.

With several orbitals on a site, let H_IJ and ρ_JI be matrix blocks between sites I and J. The pair energy is 4 Tr(H_IJ ρ_JI). Rotating the orbitals within the sites by U_I and U_J changes the blocks to U_I^T H_IJ U_J and U_J^T ρ_JI U_I, and the trace is unchanged. E_onsite must then be the trace over the whole site block, off-diagonal elements included. The diagonal part alone depends on the choice of orbitals.

**3. Bloch Hamiltonian and algorithm**

Let the positive lobe of p_z point to +z, and let a hopping have the opposite sign to the overlap of the facing lobes. The p orbital on the right of a d orbital shows it a negative lobe, so the hopping is +t₁. The p orbital on the left shows a positive lobe, giving −t₂. Neighbouring d orbitals face each other with equal signs, giving −t_dd; neighbouring p orbitals face with opposite signs, giving +t_pp. All four strengths are positive.

Let θ be the wave number times the cell length. A Bloch state has amplitude c_ν e^(iθR)/√M on orbital ν of cell R. The right oxygen belongs to the same cell as the metal and the left one to cell −1. Therefore

H_dd = ε_d − 2t_dd cos θ,
H_pp = ε_p + 2t_pp cos θ,
H_dp = t₁ − t₂ e^(−iθ).

The algorithm has four steps.

1. Diagonalize this 2×2 matrix at n equally spaced values of θ.
2. For each occupied state form c_ν c_μ* e^(iθR), the density element between μ in cell 0 and ν in cell R.
3. Average over the mesh and take the real part; the imaginary parts at θ and −θ cancel.
4. Multiply by 4 and by the real-space hopping of that bond.

The hopping in step 4 must belong to a single bond. The element H_dp(θ) mixes the right and left bonds and would give only their sum.

**4. Closed forms for a filled lower band**

Let the lower band be full and the upper one empty. Define

m = (H_dd + H_pp)/2,
D = (H_dd − H_pp)/2,
W = √(D² + |H_dp|²),
|H_dp|² = t₁² + t₂² − 2t₁t₂ cos θ.

The traceless matrix H − m has eigenvalues ±W. The projector on the lower state is therefore [1 − (H − m)/W]/2: it gives 1 on the lower state and 0 on the upper. Its elements are

|c_d|² = (1 − D/W)/2,
|c_p|² = (1 + D/W)/2,
c_p c_d* = −H_dp*/(2W) = −(t₁ − t₂ e^(iθ))/(2W).

Angle brackets denote the average over θ. For the right bond, R = 0 and the hopping is t₁:

ICOHP₁ = −2⟨t₁(t₁ − t₂ cos θ)/W⟩.

For the left bond, R = −1. The extra phase e^(−iθ) turns the density element into −(t₁e^(−iθ) − t₂)/(2W). Multiplication by 4(−t₂) gives

ICOHP₂ = −2⟨t₂(t₂ − t₁ cos θ)/W⟩.

For like atoms the phase e^(iθ) has real part cos θ:

ICOHP_dd = −2t_dd⟨cos θ (1 − D/W)⟩ = 2t_dd⟨cos θ D/W⟩,
ICOHP_pp = 2t_pp⟨cos θ (1 + D/W)⟩ = 2t_pp⟨cos θ D/W⟩,

because ⟨cos θ⟩ = 0. The two values, each divided by its hopping strength, are equal.

The sum rule can now be verified explicitly. With Δ = ε_d − ε_p,

E_band = 2⟨m − W⟩ = ε_d + ε_p − 2⟨W⟩,
E_onsite = ε_d⟨1 − D/W⟩ + ε_p⟨1 + D/W⟩ = ε_d + ε_p − Δ⟨D/W⟩.

The definition of D gives Δ = 2D + 2(t_dd + t_pp)cos θ. Hence

E_band − E_onsite = ⟨−2W + 2D²/W + 2(t_dd + t_pp)cos θ D/W⟩
= −2⟨|H_dp|²/W⟩ + 2(t_dd + t_pp)⟨cos θ D/W⟩.

The last step used W² − D² = |H_dp|². The first term is ICOHP₁ + ICOHP₂ and the second is the sum of the like-atom terms.

**5. What an ICOHP measures**

Change one hopping strength t_b at fixed filling. For a normalized eigenvector, the change of its eigenvalue is the expectation value of dH, since the terms from the change of the vector add up to E_n times the derivative of its norm, which is zero. Summing over the filled band,

t_b ∂E_band/∂t_b = 4 H_ij ρ_ij = ICOHP_b.

An ICOHP is thus the response to a relative change of one hopping. It is not the energy needed to remove the bond, because ρ changes as t_b is reduced to zero.

Two limits show how the summed ICOHP compares with the band energy. Set t_dd = t_pp = 0 and ε_p = 0, and let t₁ and t₂ be much smaller than Δ. Then D = Δ/2 and, to leading order, W = D + |H_dp|²/(2D). With ⟨|H_dp|²⟩ = t₁² + t₂²,

Σ_b ICOHP_b ≈ −4(t₁² + t₂²)/Δ,
E_onsite = Δ n_d ≈ 2(t₁² + t₂²)/Δ,
E_band ≈ −2(t₁² + t₂²)/Δ.

Half of the bond gain pays for moving charge to the higher d level. In the opposite limit, Δ = 0 with t₁ = t₂ = t, D vanishes and |H_dp| = 2t|sin(θ/2)|. Then n_d = n_p = 1, E_onsite = 0, and

Σ_b ICOHP_b = E_band = −2⟨|H_dp|⟩ = −8t/π.

There is no onsite cost, but the gap closes at θ = 0.

**6. Energy resolution**

The lower band is E(θ) = m − W. Differentiating W² gives W W′ = D(t_dd + t_pp)sin θ + t₁t₂ sin θ, so

dE/dθ = −sin θ {t_pp − t_dd + [D(t_dd + t_pp) + t₁t₂]/W}.

Where the brace is positive throughout, the band falls steadily from θ = 0 to π. Each energy then belongs to one pair ±θ_E. Let w_b be the hopping times the real part of the density element of that Bloch state. Replacing the average by (1/π)∫₀^π dθ and changing variable to E gives

COHP_b(E) = 4w_b(θ_E)/(π|dE/dθ|).

For the left bond,

w₂ = −t₂(t₂ − t₁ cos θ)/(2W).

If t₁ > t₂, this changes sign at cos θ = t₂/t₁. Above the corresponding energy the weaker bond is antibonding. Near θ = 0 the relative phase of d and p is set by H_dp ≈ t₁ − t₂, that is, by the stronger bond, and the weaker one is left with the unfavourable phase. The stronger bond has t₁ − t₂ cos θ > 0 and is bonding throughout the band.

At a band edge dE/dθ vanishes in proportion to the distance in θ, while the energy distance is quadratic. A COHP with nonzero w_b therefore diverges there as an inverse square root, which is integrable. With Ē the band centre and B its width, the substitution

E = Ē − (B/2)cos φ,  dE = (B/2)sin φ dφ

removes the divergence.

A second route uses the Green function G(z) = (z − H)⁻¹:

COHP_b(E) = −(4/π) H_ij Im G_ji(E + iη),  η → 0⁺.

Inside the band of an infinite chain, G can be expanded in η. The linear broadening error is proportional to η Re G′_ji(E). Writing F(η) for the value at width η, the combination 2F(η) − F(2η) cancels this term but doubles the size of the quadratic one. It therefore helps only where the linear term dominates, as in the polar chain below. With t_dd = t_pp = 0 the linear term of the short bond vanishes, the error is quadratic in η, and the combination makes it larger. On a finite mesh the level spacing must remain well below η.

**7. Worked example**

The centred chain has metal–oxygen distances of 0.21 nm. In the polar chain every oxygen moves 0.01 nm towards the metal on its left, so the two distances become 0.20 and 0.22 nm. The cell length, the splitting Δ = 6.4 eV, t_dd = 0.20 eV and t_pp = 0.15 eV are held fixed, and ε_p = 0. The p-d hopping is 1.8 eV at 0.21 nm and is taken to fall as distance to the power −3.5:

t₁ = 1.8 × (0.21/0.20)^3.5 = 2.135 eV,
t₂ = 1.8 × (0.21/0.22)^3.5 = 1.530 eV.

For the centred chain the bond sum is

−1.440 − 1.440 + 0.028 + 0.021 = −2.830 eV (from unrounded terms).

The other side uses n_d = 0.185:

E_band − E_onsite = −1.645 − 1.185 = −2.830 eV per cell.

For the polar chain, with n_d = 0.197,

−2.094 − 0.963 + 0.027 + 0.020 = −3.010 eV,
E_band − E_onsite = −1.751 − 1.259 = −3.010 eV per cell.

Omitting the like-atom pairs would leave a discrepancy of 0.047 eV in the polar chain, 1.6% of the full sum. These terms are positive because D/W increases with cos θ for these parameters: at the top of the band, |H_dp| is smallest. States with positive cos θ therefore outweigh their partners at π − θ in ⟨cos θ D/W⟩.

The weak-hopping formula, which also drops the like-atom hoppings, gives −4 × 2 × 1.8²/6.4 = −4.05 eV for the centred chain. Its magnitude is 43% above the full result. The missing like-atom hoppings explain little of this: without them the exact sum is −2.94 eV. The example therefore lies outside the range where leading order is accurate.

On displacement the right bond gains 0.655 eV and the left loses 0.477 eV. The like-atom terms add a gain of 0.002 eV, for a net gain of 0.180 eV. The d population rises by 0.0117, which costs 6.4 × 0.0117 = 0.075 eV. The band energy thus falls by 0.106 eV per cell (from unrounded terms).

The response formula separates this fall further. With ρ frozen at its centred value, the change is linear in the hoppings:

−1.440 × (2.135 + 1.530 − 3.600)/1.8 = −0.052 eV.

This part exists because the assumed distance law is convex: the short bond gains more hopping than the long one loses. The remaining −0.054 eV comes from the readjustment of ρ. Neither part is a total-energy gain, since ionic repulsion and electrostatics are absent. The fall does not show that the polar chain is stable.

The polar lower band runs from −1.852 to 0.236 eV. Its long bond becomes antibonding above −0.140 eV. At −0.077 eV the COHP is −0.493 for the short bond and +0.039 for the long one. The change occurs at cos θ = 1.5295/2.1352 = 0.716, or θ = 0.246π, so about a quarter of the band's electrons occupy states in which the long bond is antibonding. Its integral is nevertheless bonding.

**8. Numerical errors and independent checks**

The identity of Section 2 holds separately at every θ. Closure of the sum rule is therefore no evidence of mesh convergence. In the polar chain the residual is below 10⁻¹² eV for 2, 4 and 8 points, while the short-bond ICOHP differs from its 64-point value by 0.117, 0.0041 and 0.000013 eV.

The rapid decrease follows from the gap. An n-point average of a periodic function f(θ) equals its mean plus the Fourier coefficients of order ±n, ±2n and so on. When f is analytic, moving the integration path into the complex θ plane shows that these coefficients fall as e^(−κn), where κ is the distance from the real axis to the nearest singularity. Here this is the zero of W², a quadratic in cos θ. For the polar parameters

0.1225 cos²θ − 8.77 cos θ + 17.14 = 0

has its nearer root at cos θ = 2.01, so κ = arcosh 2.01 = 1.32. Since 1/W has an inverse-square-root singularity there, the coefficients carry a further factor n^(−1/2). The predicted error ratio between 8 and 4 points is e^(−4κ)/√2 = 0.0036; the computed ratio is 0.0030. For a partly filled band at zero temperature the occupation jumps at the Fermi points. The Fourier coefficients then generally fall only as 1/n, and a much denser mesh is needed.

Closure would also not reveal an error that moves energy from one bond to another. Individual bonds need separate checks:

- Direct diagonalization of a 40-cell ring in real space gave the same ICOHP for each bond class within 10⁻⁹ eV, in both geometries.
- Central differences of the band energy, with hopping steps of 10⁻⁴ eV, gave values of t_b ∂E_band/∂t_b that match the ICOHPs of all four classes within 10⁻⁶ eV.
- Integrating the polar COHP(E) with 80 midpoints in φ recovered each ICOHP within 10⁻⁶ eV.
- Green functions with η = 0.001 and 0.002 eV, extrapolated as in Section 6, agreed with the closed COHP within 10⁻³ at three energies inside the band. For the short bond the error at η = 0.001 eV is already about 10⁻⁵ without extrapolation, so this agreement tests the COHP formula and not the extrapolation.

**9. Overlap and the energy zero**

In an orthogonal basis, adding a constant δ to all energies changes only the onsite elements. Eigenvectors and ICOHPs stay the same. With an overlap matrix S the eigenvalue equation is Hc = ESc, and the same shift replaces H by H + δS. The eigenvectors are again unchanged, but each intersite element gains δS_ij. The summed ICOHP changes by

δ × 4 Σ_(i<j) S_ij ρ_ij per cell,

which is δ times the overlap population. The division into bond and onsite energy then depends on the energy zero, although the total remains consistent.

To size this effect, each p-d bond of the polar chain was given an overlap of opposite sign to its hopping, with magnitude 0.10 at 1.8 eV and proportional to the hopping. Raising all energies by δ = 1 eV, which means moving the zero down by 1 eV, then changes the summed ICOHP by +0.148 eV, or 5% of the orthogonal value. The change is linear in δ, so a shift of 10 eV would change the sum by 1.5 eV. ICOHPs from non-orthogonal bases should be compared only with a common energy reference.

**10. Relation to hafnia capacitors**

The bond length and the gap of the model lie in the rough regime of hafnium oxide, where metal–oxygen distances are near 0.21 nm and the gap is roughly 5.5 to 6 eV. The model gap of 5.83 eV follows from the chosen splitting and hoppings and is not a prediction. The hoppings are illustrative and not fitted to the oxide. At weak hopping the summed ICOHP grows as the square of the p-d hopping, so its size depends strongly on this choice. The displacement of 0.01 nm is small compared with the several hundredths of a nanometre typical of the polar oxygens in ferroelectric hafnia. The assumption most clearly broken is that of a single σ chain: the real oxide is three-dimensional and also has π bonds. Two π channels with half the p-d hopping, the same splitting and no like-atom hopping would add −1.94 eV per cell, 64% of the σ sum. The value −3.01 eV is therefore a σ contribution within this model, not a bond energy of the oxide.

The other estimates are smaller. The nearest omitted p-d pair, at 0.62 nm, has a hopping of 0.041 eV under the same distance law and a first-order ICOHP of magnitude 0.005 eV. Including this pair in the Hamiltonian, with the sign rule of Section 3, changes the summed ICOHP by more than that, −0.014 eV, because the other bonds respond as well. The corresponding pair on the left, at 0.64 nm, has a hopping of 0.036 eV. Both together change the sum by −0.021 eV, while the polar-minus-centred difference stays at −0.180 eV. A d-shell repulsion of 3 eV, a rough value, raises the d level by 3 × 0.01166/2 = 0.017 eV in mean field when the oxygens move. This changes the summed ICOHP by +0.004 eV; it is a single step without self-consistency or long-range Coulomb terms. A field of 1 MV/cm, a rough switching field for hafnia films, drops 0.021 eV over one bond. Adding this whole drop to the splitting changes the sum by +0.005 eV, about 3% of the change caused by displacement. This is only a rough size for the electronic effect at fixed atomic positions: a real uniform field raises the d-p energy difference on one bond and lowers it on the other, so the two changes partly cancel in the sum. In the interior of a long open polar chain such a field changes the sum by ±0.0025 eV, the sign depending on the field direction; in the centred chain the change is close to zero. The motion of the ions in the field is not included. At 300 K the factor exp(−gap/2kT) is about 10⁻⁴⁹, so thermal excitation across the gap does not affect these figures. Carriers from defects, which can matter in real films, are outside the model. The main values are listed in the numerical output.

Calculated quantities

```
Inputs: bond 0.21 nm, displacement 0.01 nm
Inputs: splitting 6.40 eV, p-d hopping 1.80 eV
Inputs: tdd 0.20 eV, tpp 0.15 eV
Hopping distance power: 3.5
Polar hoppings: t1 2.1352 eV, t2 1.5295 eV
centred: populations d 0.18512, p 1.81488 electrons
centred: ICOHP p-d right -1.43957 eV
centred: ICOHP p-d left -1.43957 eV
centred: ICOHP d-d 0.02808 eV
centred: ICOHP p-p 0.02106 eV
centred: summed ICOHP -2.83000 eV/cell
centred: band energy -1.64521 eV/cell
centred: onsite energy 1.18479 eV/cell
centred: band minus onsite -2.83000 eV/cell
polar: populations d 0.19678, p 1.80322 electrons
polar: ICOHP p-d right -2.09408 eV
polar: ICOHP p-d left -0.96279 eV
polar: ICOHP d-d 0.02668 eV
polar: ICOHP p-p 0.02001 eV
polar: summed ICOHP -3.01018 eV/cell
polar: band energy -1.75080 eV/cell
polar: onsite energy 1.25938 eV/cell
polar: band minus onsite -3.01018 eV/cell
Polar minus centred: ICOHP -0.18018 eV/cell
Polar minus centred: onsite 0.07459 eV/cell
Polar minus centred: band -0.10559 eV/cell
Polar lower band: -1.8522 to 0.2364 eV; gap 5.8273 eV
Long bond turns antibonding above -0.1400 eV
COHP columns: right p-d, left p-d, d-d, p-p (eV per eV)
COHP at -1.3301 eV: -0.9726 -0.6054 0.0162 -0.0792
COHP at -0.8079 eV: -0.6372 -0.2955 -0.0034 0.0213
COHP at -0.0769 eV: -0.4934 0.0391 -0.0113 0.1702
2 k points: right-bond error 1.17e-01 eV, sum residual below 1e-12 eV: True
4 k points: right-bond error 4.12e-03 eV, sum residual below 1e-12 eV: True
8 k points: right-bond error 1.25e-05 eV, sum residual below 1e-12 eV: True
Neglected pi bonds (half hopping): ICOHP -1.9364 eV/cell
Overlap 0.10: ICOHP change 0.1481 eV per 1 eV zero shift
Far p-d hop: 0.62 nm, 0.0407 eV, rho -0.03219
Far p-d hop: first-order ICOHP size 0.00524 eV
Charge feedback (U 3.0 eV): d level 0.0175 eV
Charge feedback: ICOHP change 0.00446 eV
Field 1.0 MV/cm: drop over one bond 0.0210 eV
Drop put on splitting: ICOHP change 0.00536 eV
Thermal factor at 300 K: log10 -48.9
```
